# Weak-coupling Fröhlich polaron mass from the second-order energy: a numerical check

```python
"""Weak-coupling Froehlich polaron: test of m*/m = 1 + alpha/6 + O(alpha^2).

One electron (band mass m) is coupled to LO phonons of energy hbar*omega.
Reduced units: energy hbar*omega, length r_p = sqrt(hbar/(2 m omega)),
so the bare energy is k^2 and |V_q|^2 = 4 pi alpha / (volume q^2).
alpha: coupling constant; k: electron (total) momentum; q: phonon momentum;
u: cosine of the angle between k and q; n: thermal phonon number.
Second-order result under test: E(k) = k^2 - alpha*arcsin(k)/k.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.optimize import brentq


def gauss(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (high - low) * x + 0.5 * (high + low), 0.5 * (high - low) * w


def phonon_grid(n_theta, n_u, q_max=np.inf):
    """Nodes q = tan(theta), u and weights for the integral dq du."""
    theta, wt = gauss(0.0, np.arctan(q_max), n_theta)
    u, wu = gauss(-1.0, 1.0, n_u)
    q = np.tan(theta)
    weight = np.outer(wt / np.cos(theta) ** 2, wu)
    return q[:, None], u[None, :], weight


def shift_sum(k, inv_par=1.0, inv_perp=1.0, q_max=np.inf):
    """Second-order energy shift / alpha, summed from its definition.
    inv_par, inv_perp: inverse masses along and across k (isotropic: 1)."""
    q, u, weight = phonon_grid(60, 40, q_max)
    kinetic = inv_par * u**2 + inv_perp * (1 - u**2)
    denominator = kinetic * q**2 - 2 * inv_par * k * q * u + 1
    return -np.sum(weight / denominator) / np.pi


def mass_coefficient(inv_par=1.0, inv_perp=1.0, q_max=np.inf):
    """Relative drop of the inverse mass along k, divided by alpha."""
    k = 0.01
    change = (shift_sum(k, inv_par, inv_perp, q_max)
              - shift_sum(0.0, inv_par, inv_perp, q_max))
    return -change / (k**2 * inv_par)


# --- second-order shift: closed form and small-momentum expansion ---
for k in (0.1, 0.4, 0.7):
    assert abs(shift_sum(k) + np.arcsin(k) / k) < 1e-9
coefficient = mass_coefficient()
assert abs(coefficient - 1 / 6) < 5e-5        # finite k leaves 3k^2/40
k = 0.1
quartic = (-shift_sum(k) - 1 - k**2 / 6) / k**4
assert abs(quartic - 3 / 40) < 1e-3           # next term is 5k^2/112


# --- energy-dependent self-energy against one-phonon diagonalization ---
def one_phonon_energy(k, alpha):
    q, u, weight = phonon_grid(30, 8)
    levels = (q**2 - 2 * k * q * u + k**2 + 1).ravel()
    coupling = np.sqrt(alpha * weight / np.pi).ravel()
    matrix = np.diag(np.concatenate(([k**2], levels)))
    matrix[0, 1:] = coupling
    matrix[1:, 0] = coupling
    return eigvalsh(matrix, subset_by_index=[0, 0])[0]


def self_energy(k, energy, alpha):
    return -alpha / k * np.arctan(k / np.sqrt(1 - energy))


def pole_mass(alpha):
    """Mass ratio at the pole of the second-order self-energy."""
    e0 = brentq(lambda e: e + alpha / np.sqrt(1 - e), -20.0, 0.0)
    s3 = (1 - e0) ** 1.5
    return (1 + alpha / (2 * s3)) / (1 + alpha / (3 * s3))


k, alpha = 0.5, 1.0
root = brentq(lambda e: e - k**2 - self_energy(k, e, alpha), -10.0, 0.9)
assert abs(root - one_phonon_energy(k, alpha)) < 1e-7


def diagonalized_mass(alpha, k):
    return k**2 / (one_phonon_energy(k, alpha) - one_phonon_energy(0.0, alpha))


assert abs(diagonalized_mass(1.0, 0.05) - pole_mass(1.0)) < 2e-3
small_alpha = 0.01
diag_slope = (diagonalized_mass(small_alpha, 0.1) - 1) / small_alpha
assert abs(diag_slope - 1 / 6) < 5e-3         # remainder is of order alpha
h = 1e-4
slope_e = (self_energy(1e-3, h, 1.0) - self_energy(1e-3, -h, 1.0)) / (2 * h)
slope_k = (self_energy(0.02, 0.0, 1.0) - self_energy(0.01, 0.0, 1.0)) / 3e-4
assert abs(slope_e + 1 / 2) < 1e-4 and abs(slope_k - 1 / 3) < 1e-3


# --- fourth-order energy: formula against a few-mode Hamiltonian ---
def fourth_order_term(k_vec, q1, q2):
    """Summand without couplings; vectors run along the first axis."""
    def dot(a, b):
        return sum(x * y for x, y in zip(a, b))
    d1 = dot(q1, q1) - 2 * dot(k_vec, q1) + 1
    d2 = dot(q2, q2) - 2 * dot(k_vec, q2) + 1
    overlap = dot(q1, q2)
    d12 = d1 + d2 + 2 * overlap
    return (d1 + d2) * overlap / (d1**2 * d2**2 * d12)


modes = np.array([[0.8, 0.0, 0.0], [0.5, 0.6, 0.0], [0.0, -0.7, 0.9]])
k_test = np.array([0.2, 0.1, 0.0])
g = 0.04
states = list(itertools.product(range(5), repeat=3))
index = {state: i for i, state in enumerate(states)}
hamiltonian = np.zeros((len(states), len(states)))
for state, i in index.items():
    recoil = k_test - np.array(state) @ modes
    hamiltonian[i, i] = recoil @ recoil + sum(state)
    for mode in range(3):
        raised = list(state)
        raised[mode] += 1
        j = index.get(tuple(raised))
        if j is not None:
            hamiltonian[i, j] = hamiltonian[j, i] = g * np.sqrt(raised[mode])
exact_few = eigvalsh(hamiltonian, subset_by_index=[0, 0])[0]
second_few = -sum(1 / (q @ q - 2 * k_test @ q + 1) for q in modes)
fourth_few = sum(fourth_order_term(k_test, a, b) for a in modes for b in modes)
fourth_diag = (exact_few - k_test @ k_test - g**2 * second_few) / g**4
assert abs(fourth_diag / fourth_few - 1) < 0.02   # sixth order remains


def fourth_order_energy(k, count):
    """Continuum fourth-order energy / alpha^2, averaged over directions of k.
    Six axis directions average exactly through order k^3."""
    theta, wt = gauss(0.0, np.pi / 2, count)
    t, w = gauss(0.0, 1.0, count)
    q = np.tan(theta)
    wq = wt / np.cos(theta) ** 2
    c = (2 * t**2 - 1)[None, None, :]
    wc = 4 * t * w
    qa, qb = q[:, None, None], q[None, :, None]
    q1 = (qa, 0.0, 0.0)
    q2 = (qb * c, qb * np.sqrt(1 - c**2), 0.0)
    total = 0.0
    for axis in range(3):
        for sign in (1, -1):
            k_vec = np.zeros(3)
            k_vec[axis] = sign * k
            total = total + fourth_order_term(k_vec, q1, q2) / 6
    return 2 / np.pi**2 * np.einsum("ijk,i,j,k->", total, wq, wq, wc)


def fourth_order_coefficients(count):
    k = 0.02
    e0 = fourth_order_energy(0.0, count)
    e2 = (fourth_order_energy(k, count) - e0) / k**2
    return e0, e2


e0_coarse, e2_coarse = fourth_order_coefficients(44)
e0_fourth, e2_fourth = fourth_order_coefficients(64)
assert abs(e0_coarse - e0_fourth) < 1e-4
assert abs(e2_coarse - e2_fourth) < 1e-4
mass_second = 1 / 36 - e2_fourth


# --- thermal phonons: absorption has no real part, but gives a rate ---
def principal_value(k, u):
    """Principal value of the integral of 1/(q^2 + 2kqu - 1) over all q."""
    half = np.sqrt(k**2 * u**2 + 1)
    a, b = -k * u + half, -k * u - half
    right = quad(lambda q: 1 / (q - b), 0, 5, weight="cauchy", wvar=a)[0]
    left = quad(lambda q: 1 / (q - a), -5, 0, weight="cauchy", wvar=b)[0]

    def regular(q):
        return 1 / (q**2 + 2 * k * q * u - 1)
    return (right + left + quad(regular, 5, np.inf)[0]
            + quad(regular, -np.inf, -5)[0])


for k, u in ((0.0, 0.3), (0.4, 0.8), (0.7, 0.5)):
    assert abs(principal_value(k, u)) < 1e-7
eta = 1e-3


def broadened_delta(q):
    return eta / np.pi / ((q**2 - 1) ** 2 + eta**2)


delta_integral = (quad(broadened_delta, 0, 3, points=[1.0], limit=500)[0]
                  + quad(broadened_delta, 3, np.inf)[0])
# golden rule at k = 0: rate/omega = 4 alpha n * integral of delta(q^2-1) dq
assert abs(4 * delta_integral - 2) < 1e-3


def velocity_drop(y):
    """Fall of dE/d(k^2) divided by alpha, at bare energy y = k^2 < 1."""
    x = np.sqrt(y)
    return (1 / np.sqrt(1 - y) - np.arcsin(x) / x) / (2 * y)


# --- worked example: rough values in the regime of crystalline ZnO ---
mass_rel, eps_inf, eps_static = 0.24, 3.7, 8.5
phonon_mev, temperature = 72.0, 300.0
density_cm3, field_mv_cm = 1e17, 0.1
anisotropy, cell_nm3, gap_ev = 1.10, 0.048, 3.4
e, hbar, m_e = const.e, const.hbar, const.m_e
mass = mass_rel * m_e
phonon_j = phonon_mev * 1e-3 * e
omega = phonon_j / hbar
ionic = 1 / eps_inf - 1 / eps_static
coulomb = e**2 / (4 * np.pi * const.epsilon_0)
alpha = coulomb / hbar * ionic * np.sqrt(mass / (2 * phonon_j))
r_p = np.sqrt(hbar / (2 * mass * omega))
rydberg = const.Rydberg * const.h * const.c
assert abs(alpha / (ionic * np.sqrt(rydberg * mass_rel / phonon_j)) - 1) < 1e-6
assert abs(2 * alpha * phonon_j * r_p / (coulomb * ionic) - 1) < 1e-10

ratio_first = 1 + alpha / 6
ratio_second = ratio_first + mass_second * alpha**2
thermal_mev = const.k * temperature / e * 1e3
occupation = 1 / np.expm1(phonon_mev / thermal_mev)
ratio_thermal = 1 + alpha * (1 + occupation) / 6
broadening = 2 * alpha * occupation * phonon_mev
threshold = phonon_mev / thermal_mev
tail = quad(lambda t: np.sqrt(t) * np.exp(-t), threshold, np.inf)[0]
norm = quad(lambda t: np.sqrt(t) * np.exp(-t), 0, np.inf)[0]
y_thermal = 1.5 / threshold
dy = 1e-4
numeric_drop = -(shift_sum(np.sqrt(y_thermal + dy))
                 - shift_sum(np.sqrt(y_thermal - dy))) / (2 * dy)
assert abs(numeric_drop - velocity_drop(y_thermal)) < 1e-5

inv_par, inv_perp = anisotropy ** (-2 / 3), anisotropy ** (1 / 3)
coef_par = mass_coefficient(inv_par, inv_perp)
# For motion across the symmetry axis the angular average is done explicitly.
u_nodes, u_weights = gauss(-1.0, 1.0, 40)
phi = 2 * np.pi * (np.arange(32) + 0.5) / 32
theta, w_theta = gauss(0.0, np.pi / 2, 50)
q = np.tan(theta)[:, None, None]
uz = u_nodes[None, :, None]
nx = np.sqrt(1 - uz**2) * np.cos(phi)[None, None, :]
kinetic = inv_par * uz**2 + inv_perp * (1 - uz**2)
w3 = (w_theta / np.cos(theta) ** 2)[:, None, None] * u_weights[None, :, None] / 32


def shift_across(k):
    return -np.sum(w3 / (kinetic * q**2 - 2 * inv_perp * k * q * nx + 1)) / np.pi


coef_perp = -(shift_across(0.01) - shift_across(0.0)) / (1e-4 * inv_perp)
zone_q = (6 * np.pi**2 / cell_nm3) ** (1 / 3) * r_p * 1e9
zone_mass = mass_coefficient(q_max=zone_q)
zone_energy = -shift_sum(0.0, q_max=zone_q)

plasma_mev = hbar * np.sqrt(density_cm3 * 1e6 * e**2
                            / (const.epsilon_0 * eps_inf * mass)) / e * 1e3
density_match = density_cm3 * (phonon_mev / plasma_mev) ** 2
band_density = 2 * (mass * const.k * temperature
                    / (2 * np.pi * hbar**2)) ** 1.5 * 1e-6
field_si = field_mv_cm * 1e8
field_energy = field_si * r_p * 1e3
field_limit = phonon_j / (e * r_p) * 1e-8

print(f"k^2 coefficient by quadrature = {coefficient:.5f} (1/6 = {1/6:.5f})")
print(f"k^4 coefficient by quadrature, k=0.1 = {quartic:.4f}")
print(f"(m*/m-1)/alpha by diagonalization, alpha=0.01 = {diag_slope:.4f}")
print(f"self-energy slope in E / alpha = {slope_e:.4f}")
print(f"self-energy slope in k^2 / alpha = {slope_k:.4f}")
print(f"fourth-order e0 = {e0_fourth:.4f}, e2 = {e2_fourth:.4f}")
print(f"alpha^2 coefficient of m*/m = {mass_second:.4f}")
print(f"input band mass = {mass_rel:.2f} m_e")
print(f"input eps_inf = {eps_inf:.1f}, eps_static = {eps_static:.1f}")
print(f"input LO phonon energy = {phonon_mev:.1f} meV")
print(f"input temperature = {temperature:.0f} K")
print(f"input electron density = {density_cm3:.1e} cm^-3")
print(f"input read field = {field_mv_cm:.2f} MV/cm")
print(f"input mass anisotropy (along/across axis) = {anisotropy:.2f}")
print(f"input primitive cell volume = {cell_nm3:.3f} nm^3")
print(f"input band gap = {gap_ev:.1f} eV")
print(f"1/eps_inf - 1/eps_static = {ionic:.4f}")
print(f"coupling constant alpha = {alpha:.3f}")
print(f"polaron length r_p = {r_p*1e9:.2f} nm")
print(f"energy lowering alpha*hbar*omega = {alpha*phonon_mev:.1f} meV")
print(f"alpha/6 = {alpha/6:.4f}")
print(f"m*/m first order = {ratio_first:.3f}")
print(f"m* first order = {ratio_first*mass_rel:.3f} m_e")
print(f"m* first order = {ratio_first*mass:.3e} kg")
print(f"m*/m from 1/(1-alpha/6) = {1/(1-alpha/6):.3f}")
print(f"m*/m from self-energy pole = {pole_mass(alpha):.3f}")
print(f"m*/m through alpha^2 = {ratio_second:.3f}")
print(f"alpha^2 term in m*/m = {mass_second*alpha**2:.4f}")
print(f"fourth-order energy shift = {e0_fourth*alpha**2*phonon_mev:.2f} meV")
print(f"thermal energy kT = {thermal_mev:.2f} meV")
print(f"thermal phonon number n = {occupation:.4f}")
print(f"m*/m with thermal phonons, first order = {ratio_thermal:.3f}")
print(f"absorption broadening hbar*rate at k=0 = {broadening:.1f} meV")
print(f"carriers above LO threshold = {100*tail/norm:.1f} %")
print(f"mean thermal energy / LO energy = {y_thermal:.3f}")
print(f"velocity-drop coefficient there = {velocity_drop(y_thermal):.3f}")
print(f"velocity / bare velocity there = {1-alpha*velocity_drop(y_thermal):.3f}")
print(f"velocity / bare velocity at band edge = {1-alpha/6:.3f}")
print(f"anisotropic coefficient along axis = {coef_par:.4f}")
print(f"anisotropic coefficient across axis = {coef_perp:.4f}")
print(f"zone cutoff q*r_p = {zone_q:.1f}")
print(f"mass coefficient with zone cutoff = {zone_mass:.5f}")
print(f"energy shift kept with zone cutoff = {100*zone_energy:.1f} %")
print(f"LO energy / band gap = {phonon_mev*1e-3/gap_ev:.3f}")
print(f"plasma energy at input density = {plasma_mev:.1f} meV")
print(f"density where plasma = LO energy = {density_match:.2e} cm^-3")
print(f"effective band density of states = {band_density:.2e} cm^-3")
print(f"field energy over r_p = {field_energy:.1f} meV")
print(f"path to gain one LO energy = {phonon_mev*1e-3/field_si*1e9:.1f} nm")
print(f"field with e*F*r_p = LO energy = {field_limit:.2f} MV/cm")
print("success")
```

Running it gives:

```
k^2 coefficient by quadrature = 0.16667 (1/6 = 0.16667)
k^4 coefficient by quadrature, k=0.1 = 0.0754
(m*/m-1)/alpha by diagonalization, alpha=0.01 = 0.1644
self-energy slope in E / alpha = -0.5000
self-energy slope in k^2 / alpha = 0.3332
fourth-order e0 = -0.0159, e2 = 0.0042
alpha^2 coefficient of m*/m = 0.0236
input band mass = 0.24 m_e
input eps_inf = 3.7, eps_static = 8.5
input LO phonon energy = 72.0 meV
input temperature = 300 K
input electron density = 1.0e+17 cm^-3
input read field = 0.10 MV/cm
input mass anisotropy (along/across axis) = 1.10
input primitive cell volume = 0.048 nm^3
input band gap = 3.4 eV
1/eps_inf - 1/eps_static = 0.1526
coupling constant alpha = 1.028
polaron length r_p = 1.48 nm
energy lowering alpha*hbar*omega = 74.0 meV
alpha/6 = 0.1713
m*/m first order = 1.171
m* first order = 0.281 m_e
m* first order = 2.561e-31 kg
m*/m from 1/(1-alpha/6) = 1.207
m*/m from self-energy pole = 1.063
m*/m through alpha^2 = 1.196
alpha^2 term in m*/m = 0.0250
fourth-order energy shift = -1.21 meV
thermal energy kT = 25.85 meV
thermal phonon number n = 0.0658
m*/m with thermal phonons, first order = 1.183
absorption broadening hbar*rate at k=0 = 9.7 meV
carriers above LO threshold = 13.5 %
mean thermal energy / LO energy = 0.539
velocity-drop coefficient there = 0.324
velocity / bare velocity there = 0.667
velocity / bare velocity at band edge = 0.829
anisotropic coefficient along axis = 0.1624
anisotropic coefficient across axis = 0.1688
zone cutoff q*r_p = 15.9
mass coefficient with zone cutoff = 0.16660
energy shift kept with zone cutoff = 96.0 %
LO energy / band gap = 0.021
plasma energy at input density = 12.5 meV
density where plasma = LO energy = 3.34e+18 cm^-3
effective band density of states = 2.95e+18 cm^-3
field energy over r_p = 14.8 meV
path to gain one LO energy = 7.2 nm
field with e*F*r_p = LO energy = 0.48 MV/cm
success
```
